# Stochastic Defects in Metal-Oxide Resists Without Acid Diffusion

## A resist with almost nothing left to fluctuate

The claim to be examined is that a metal-oxide resist, which needs no photoacid, has no stochastic defects because no acid diffuses in it. Take a negative-tone resist, in which exposure links metal-oxo clusters into an insoluble network, and make it as orderly as possible. No acid is present, every absorbed photon produces the same number $k$ of links, and all of them stay in the small cell where the photon was absorbed.

The number of links is then $X=kN$, where $N$ is the number of photons absorbed in the cell. Photons are absorbed independently, so $N$ is a Poisson variable with some mean $\mu$ and variance $\mu$. Therefore

$$
\frac{\sqrt{\operatorname{Var}X}}{\langle X\rangle}=\frac{k\sqrt{\mu}}{k\mu}=\frac{1}{\sqrt{\mu}},\qquad P(X=0)=P(N=0)=e^{-\mu}.
$$

The chemistry, represented by $k$, has cancelled. A cell without photons has no links and washes away, so the defect probability is at least $e^{-\mu}$, which is not zero at any finite dose. In the example below the defect rate is far above this bound, because a cell there fails long before its photon number reaches zero. The rate itself requires a definite cell.

## The counter-example in full

### Photons

The cell is a column of width $a=3$ nm through a film of thickness $t=20$ nm. Light of wavelength $\lambda=13.5$ nm arrives with dose $D=300\ \mathrm{J/m^2}$, and the absorption coefficient is $\alpha=20$ per micrometre. These are round model parameters. Reflection is neglected, so a fraction $1-e^{-\alpha t}=1-e^{-0.4}=0.3297$ of the light is absorbed. Each photon carries $hc/\lambda=1.4714\times10^{-17}$ J, and the mean number absorbed in the cell is

$$
\mu=\frac{Da^2(1-e^{-\alpha t})}{hc/\lambda}
=\frac{300\times 9\times10^{-18}\times0.3297}{1.4714\times10^{-17}}=60.5 .
$$

Photon statistics alone give a relative scatter of $1/\sqrt{60.5}=12.9\,\%$.

### The electron cascade

Each absorbed photon releases an electron, taken to have 80 eV. An electron with at least 10 eV either loses 5 eV as heat or ionises, with equal probability. Ionisation costs 10 eV, and the remaining energy is divided between two electrons, every division in whole electronvolts being equally likely. Below 10 eV an electron stops.

Let $P_E(z)$ be the generating function of the number of ionisations caused by an electron of energy $E$ in eV: the coefficient of $z^j$ is the probability of $j$ ionisations. Then $P_E=1$ for $E<10$. For $E\ge10$ the first collision leads to one of the two outcomes, and two independent electrons contribute a product of generating functions:

$$
P_E(z)=\tfrac12P_{E-5}(z)+\frac{z}{2(E-9)}\sum_{j=0}^{E-10}P_j(z)\,P_{E-10-j}(z).
$$

The divisor $E-9$ counts the possible divisions, and the factor $z$ counts the new ionisation. Including the initial photoionisation, the yield $G$ of one photon has generating function $F(z)=zP_{80}(z)$. Its mean is $g=F'(1)=5.095$, and its variance is $s^2=F''(1)+g-g^2=0.881$. A direct simulation of cascades agrees with both.

### Clusters and links

The cell contains $n=180$ clusters. Each is reactive with probability $\phi=0.8$, independently of the others, so the number $R$ of reactive clusters is binomial. An ionisation event strikes a random cluster and, if that cluster is reactive, makes a link with probability $\eta=0.4$. Ligand depletion is neglected. In a given cell the success probability of an event is $Q=\eta R/n$. Since $\langle R\rangle=n\phi$ and $\operatorname{Var}R=n\phi(1-\phi)$,

$$
q\equiv\langle Q\rangle=\eta\phi=0.32,\qquad
v\equiv\operatorname{Var}Q=\frac{\eta^2\phi(1-\phi)}{n}.
$$

Let $M=\sum_{i=1}^N G_i$ be the number of events. At fixed $N$ its mean is $Ng$ and its variance $Ns^2$. The law of total variance adds the mean of the conditional variance to the variance of the conditional mean:

$$
\langle M\rangle=\mu g,\qquad \operatorname{Var}M=\mu s^2+\mu g^2 .
$$

At fixed $M$ and $Q$, the number of links $X$ is binomial, with mean $MQ$ and variance $MQ(1-Q)$. Since $M$ and $Q$ are independent and $\langle Q^2\rangle=q^2+v$,

$$
\begin{aligned}
\operatorname{Var}X&=\langle M\rangle\langle Q-Q^2\rangle+\langle M^2\rangle\langle Q^2\rangle-\langle M\rangle^2q^2\\
&=\mu g(q-q^2-v)+\left[\mu(g^2+s^2)+\mu^2g^2\right](q^2+v)-\mu^2g^2q^2 .
\end{aligned}
$$

The terms $\pm\mu^2g^2q^2$ cancel. Collecting the rest gives

$$
\operatorname{Var}X=\mu g^2q^2+\mu s^2q^2+\mu gq(1-q)+v\left[\mu^2g^2+\mu(g^2+s^2)-\mu g\right].
$$

The four terms come from the photon number, the cascade yield, the random success of events, and the variation of the clusters. Numerically they are

$$
\operatorname{Var}X=160.8+5.5+67.1+13.7=247.0 .
$$

The mean is $\mu gq=60.49\times5.095\times0.32=98.6$ links and the standard deviation is 15.7, or 16 % of the mean. The sources are far from equal: photons supply 65 % of the variance, event success 27 %, cluster variation 5.5 %, and cascade yield 2 %. Fluctuations of the cascade yield are thus a minor source in this model.

### The network at fixed conversion

Suppose next that every cell had the same number $m$ of links. The clusters sit on a periodic cubic lattice with six neighbours each. Every neighbour pair is shared by two clusters, so there are $B=6n/2=540$ pairs. The $m$ links occupy distinct pairs chosen at random throughout the cell; neither the decrease of absorption with depth nor the positions of reactive clusters are followed here. The probability that $j$ specified pairs are all empty is the fraction of arrangements that avoid them:

$$
e_j(m)=\binom{B-j}{m}\bigg/\binom{B}{m}.
$$

Let $W$ be the number of clusters without any link. A cluster is unlinked if its six pairs are empty, so the mean is $H(m)=n\,e_6(m)$. For the variance, write $W$ as a sum of indicators, each equal to 1 for an unlinked cluster and 0 otherwise. In $W^2$ the diagonal terms again give $H$. There are $6n$ ordered pairs of adjacent clusters, which share one neighbour pair and so require 11 empty pairs. The other $n(n-1)-6n=n(n-7)$ ordered pairs require 12. Hence

$$
\operatorname{Var}(W|m)=H+6n\,e_{11}+n(n-7)\,e_{12}-H^2 .
$$

A cell is called defective if more than half its clusters, that is more than 90, are unlinked. This is a model criterion, not a theory of dissolution. The largest link number for which the mean $H$ exceeds 90 is $m=58$. There $H=90.7$ and the standard deviation of $W$ is 3.4. In a simulation of cells with 58 links each, 52 % were defective. Cells with identical conversion therefore differ in outcome because their links lie in different places.

### The defect probability

The critical 58 links lie $(98.6-58)/15.7=2.6$ standard deviations below the mean. The defect probability follows by averaging the conditional tail of $W$ over the distribution of $X$. That tail is approximated by a normal distribution with the mean and variance just derived. For the first two values below, the randomness of the network is left out: a cell counts as defective if it has at most 58 links. In the first value, moreover, each photon counts for its mean number $gq$ of links. Adding the sources in turn gives:

- photon number only: $2.7\times10^{-4}$;
- all fluctuations of the link number: $2.6\times10^{-3}$;
- network randomness as well: $3.2\times10^{-3}$.

A simulation that drew photons, cascades and link successes event by event, and then placed the links on randomly chosen pairs, gave $3.0\times10^{-3}$ in 30000 cells. Its counting error of about 10 % makes it consistent with the last value, but too coarse to separate that value from the second. The random placement matters somewhat: if links are instead attached preferentially to reactive clusters, the probability rises to about $4.4\times10^{-3}$. No acid appears anywhere in this calculation, so the claim is refuted within the model.

A higher dose helps greatly but does not end the matter. At $450\ \mathrm{J/m^2}$ the calculated probability is $6\times10^{-8}$. This value relies on the normal approximation in a regime that the simulation did not reach, and should be read as an estimate. One square millimetre of exposed line contains $1.1\times10^{11}$ cells, so about 6500 defective cells would be expected there. This count belongs to the model, with electrons confined to their cell and the model criterion of failure; it is not a defect density for real printed lines. This expectation does not require the cells to be independent, since means add in any case.

## The correct general statement

The numbers above depend on the model, but the persistence of randomness rests on less. Assume that:

1. photons are absorbed independently, with a mean number $\Lambda$ in the region from which electrons can reach the cell;
2. for a given arrangement $\mathcal E$ of clusters and ligands, photon $i$ produces $K_i$ links in the cell, the $K_i$ being independent, identically distributed whole numbers with finite variance;
3. there are no links from other causes.

**Statement.** Without any acid diffusion,

$$
\operatorname{Var}X\ge\langle X\rangle,\qquad P(X=0)\ge e^{-\Lambda},\qquad
\operatorname{Var}W\ge\langle\operatorname{Var}(W|X)\rangle .
$$

If a cell without links fails, its defect probability is therefore positive at every finite dose.

**Proof.** Fix $\mathcal E$ and let $N$ now count the photons absorbed in the larger region, so that its mean and variance are both $\Lambda$. Write $\bar K$ for the mean of $K$ at this $\mathcal E$. The law of total variance, applied to $X=\sum_{i=1}^NK_i$, gives

$$
\operatorname{Var}(X|\mathcal E)=\Lambda\left(\langle K^2\rangle-\bar K^2\right)+\Lambda\bar K^2=\Lambda\langle K^2\rangle .
$$

A non-negative whole number satisfies $K^2\ge K$, hence $\operatorname{Var}(X|\mathcal E)\ge\Lambda\bar K=\langle X|\mathcal E\rangle$. Averaging over $\mathcal E$ and adding the non-negative variance of $\langle X|\mathcal E\rangle$ gives the first inequality. The second holds because no photon means no link, and no photon has probability $e^{-\Lambda}$. For the third,

$$
\operatorname{Var}W=\langle\operatorname{Var}(W|X)\rangle+\operatorname{Var}\langle W|X\rangle,
$$

and the last term cannot be negative. This completes the proof.

The first inequality says that the relative scatter of the link number is at least $1/\sqrt{\langle X\rangle}$, whatever the cascade and the cluster statistics. With 98.6 links this floor is 10 %, compared with 16 % in the example. The inequality can fail if links hinder one another, for instance when the available sites are nearly used up; assumption 2 is then violated. The bound on $P(X=0)$ survives such saturation, since it uses only the absence of photons. It does not survive links formed by baking alone, which assumption 3 excludes.

### When electrons leave the cell

The example kept all electrons in their own cell, which is a strong assumption for a width of 3 nm. Consider the opposite limit. Let photons from a region of $1/\beta$ cells contribute, each event landing in the chosen cell with probability $\beta$. This replaces $\mu$ by $\mu/\beta$ and $q$ by $\beta q$. With cluster variation switched off, $v=0$, the variance formula becomes

$$
\begin{aligned}
\operatorname{Var}X&=\frac{\mu}{\beta}(g^2+s^2)\beta^2q^2+\frac{\mu}{\beta}g\beta q(1-\beta q)\\
&=\mu gq+\beta\mu q^2(g^2+s^2-g).
\end{aligned}
$$

As $\beta\to0$, events from the same photon no longer arrive together, and the variance falls to the mean, which is the floor just proved. For $\beta=0.01$ it is 100.0 against a mean of 98.6. The calculated defect probability is then $2\times10^{-5}$, again using the normal tail beyond the simulated regime. Without spreading, but with cluster variation likewise switched off, it is $2.7\times10^{-3}$. If cluster variation is kept in both cases, spreading lowers the probability from $3.2\times10^{-3}$ to about $6\times10^{-5}$. Of the fall in link variance from 247.0 to 100.0, only 13.7 comes from switching off the cluster variation; the rest comes from the spreading. Electron spreading thus matters a great deal for the rate, but it does not bring the rate to zero.

## What removing diffusion does change

Real acid diffusion brings randomness of its own, through the number of acids and their paths and reactions, and this does disappear with the acid. Diffusion also averages over neighbouring photons, and that averaging disappears too. To isolate the second effect, consider an idealised diffusion that only blurs, at equal absorbed dose.

Let each photon, at position $\mathbf r_i$ in the film plane, contribute $G_iK_\sigma(\mathbf r-\mathbf r_i)$ to the local exposure, where $K_\sigma$ is a normalised two-dimensional Gaussian of width $\sigma$ per direction. Independent Gaussian displacements add their variances, so electron blur $\sigma_e$ and diffusion $\sigma_d$ give $\sigma^2=\sigma_e^2+\sigma_d^2$. Let $\rho=6.72$ per $\mathrm{nm^2}$ be the mean number of absorbed photons per area. Small patches of area $dA$ contribute independently, each with variance $\rho\,dA\,\langle G^2\rangle K_\sigma^2$. Summing over patches requires

$$
\int K_\sigma^2\,dA=\frac{1}{4\pi^2\sigma^4}\int e^{-r^2/\sigma^2}dA=\frac{\pi\sigma^2}{4\pi^2\sigma^4}=\frac1{4\pi\sigma^2}.
$$

Division by the squared mean $(\rho g)^2$, with $\langle G^2\rangle=g^2+s^2$, gives the relative variance

$$
\epsilon^2=\frac{1+s^2/g^2}{4\pi\sigma^2\rho}.
$$

For $\sigma_e=2$ nm the relative noise $\epsilon$ is 5.5 % without diffusion and 2.1 % with $\sigma_d=5$ nm. Removing this diffusion therefore raises the local noise.

The image loses contrast at the same time. Let the absorbed density be $\rho[1+C\sin(2\pi x/p)]$, with contrast $C=0.8$ and pitch $p=32$ nm, and let the edge lie where the exposure equals its mean value. At $x=0$ the sine is odd while $K_\sigma^2$ is even, so the sine does not alter the variance there. Gaussian blur multiplies a sine of wavenumber $2\pi/p$ by $e^{-2\pi^2\sigma^2/p^2}$. The relative slope at the edge is thus $(2\pi C/p)e^{-2\pi^2\sigma^2/p^2}$, and to leading order in the noise the edge position scatters by noise divided by slope:

$$
\delta=\epsilon\,\frac{p}{2\pi C}\,e^{2\pi^2\sigma^2/p^2}.
$$

Since $\epsilon\propto1/\sigma$, setting the derivative of $\ln\delta$ to zero gives $-1/\sigma+4\pi^2\sigma/p^2=0$, or $\sigma=p/(2\pi)=5.1$ nm. This is a minimum, because $\delta$ grows without limit both as $\sigma\to0$ and as $\sigma\to\infty$. The calculated scatter is 0.38 nm without diffusion, 0.23 nm with 5 nm of diffusion, and 1.0 nm with 12 nm. Simulated threshold crossings confirm the first two values. Removing the 12 nm diffusion sharpens the edge; removing the 5 nm diffusion makes its position at a point less certain.

The gain from moderate diffusion is smaller for an edge averaged over a length $L\gg\sigma$. Each photon then contributes a one-dimensional Gaussian divided by $L$, and there are $\rho L$ photons per unit of $x$. The integral of the squared one-dimensional Gaussian is $1/(2\sqrt\pi\,\sigma)$, so the relative variance becomes $(1+s^2/g^2)/(2\sqrt\pi\,\sigma\rho L)$. The noise now falls as $\sigma^{-1/2}$ instead of $\sigma^{-1}$. Going from $\sigma=2$ nm to 5.385 nm multiplies the averaged edge scatter by

$$
\sqrt{\frac{2}{5.385}}\;e^{2\pi^2(5.385^2-2^2)/32^2}=0.609\times1.62=0.99 ,
$$

which is practically no change. The two blurs lie on either side of a minimum: setting $-1/(2\sigma)+4\pi^2\sigma/p^2=0$ gives $\sigma=p/(2\sqrt2\,\pi)=3.6$ nm, where the factor relative to 2 nm is 0.89. The limit $L\gg\sigma$ is also approached slowly; for $L=30$ nm the factor for 5.385 nm is about 0.92. Whether diffusion helps or harms an edge thus depends on the blur, the pitch and the length over which the edge is judged. The random absorption of photons remains in every case. The main values are collected in the numerical output below.

## Computed values

```
wavelength = 13.5 nm; dose = 300 J/m^2
photon energy = 1.4714e-17 J = 91.84 eV
absorption coefficient = 20 per micrometre
thickness = 20 nm; cell width = 3 nm
absorbed fraction = 0.3297
absorbed photons per area = 6.722 per nm^2
mean photons in cell mu = 60.49
clusters n = 180; neighbour pairs B = 540
electron energy = 80 eV; threshold = 10 eV
heat loss = 5 eV; ionisation probability = 0.50
yield per photon: mean g = 5.0950; variance s2 = 0.8811
simulated yield: mean = 5.0973; variance = 0.8832
eta = 0.40; phi = 0.80; mean success q = 0.320
links: mean = 98.63; standard deviation = 15.72
simulated links: mean = 98.58; sd = 15.73
link variance, photon = 160.81 (65.1 %)
link variance, cascade yield = 5.46 (2.2 %)
link variance, event success = 67.07 (27.1 %)
link variance, cluster variation = 13.70 (5.5 %)
total link variance = 247.03
unlinked clusters: mean = 54.35; sd = 12.15
simulated unlinked: mean = 54.38; sd = 12.15
unlinked variance: total = 147.61; network = 15.68
network share of unlinked variance = 10.6 %
critical link number = 58
at critical number: mean W = 90.73; sd = 3.42
defect fraction at critical number, simulated = 0.520
defect fraction at critical number, formula = 0.526
zero-photon probability = 5.34e-27
defect probability, photons only = 2.69e-04
defect probability, all link sources = 2.62e-03
defect probability, with network = 3.19e-03
defect probability, simulated = 3.00e-03 (30000 cells)
defect probability at 450 J/m^2 = 5.8e-08
cells in 1 mm^2 of exposed line = 1.11e+11
expected defects there at higher dose = 6.5e+03
shared electrons: link variance = 99.98; mean = 98.63
shared electrons: defect probability = 2.3e-05
pitch = 32 nm; image contrast = 0.80
electron blur = 2.0 nm
diffusion 0.0 nm: total blur = 2.000 nm; noise = 5.53 %; edge scatter = 0.380 nm
diffusion 5.0 nm: total blur = 5.385 nm; noise = 2.05 %; edge scatter = 0.229 nm
diffusion 12.0 nm: total blur = 12.166 nm; noise = 0.91 %; edge scatter = 1.004 nm
simulated edge scatter, no diffusion = 0.381 nm
simulated edge scatter, 5.0 nm diffusion = 0.228 nm
blur with least edge scatter = 5.093 nm
```
